# Superposition error and bracketing in RPA binding of two hydrogen molecules: verification in Python

```python
"""Basis-set superposition error (BSSE) in direct-RPA binding of two H2.

Result under test: enlarging the virtual space at fixed occupied orbitals
lowers the RPA correlation energy. Ghost functions therefore lower monomer
energies. Counterpoise (CP) and uncorrected binding energies may bracket
the basis limit, but only conditionally; the verdict is computed.

Symbols: S overlap, h one-electron Hamiltonian, L factors of the Coulomb
interaction, C orbital coefficients, F Fock matrix, gap = virtual minus
occupied orbital energy, K = (ia|jb). Internal energies are in hartree.
Energy vectors hold [Hartree-Fock, RPA correlation, MP2 correlation].
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, null_space
from pyscf import df, gto, lib, scf

EV = physical_constants["Hartree energy in eV"][0]
BOND = 0.74
R_MAIN = 3.4


def make_molecule(basis, distance, midpoint=False):
    """T-shaped dimer; an optional fifth centre only carries functions."""
    half = BOND / 2
    atoms = [("H", (0, 0, -half)), ("H", (0, 0, half)),
             ("H", (-half, 0, distance)), ("H", (half, 0, distance))]
    if midpoint:
        atoms.append(("H", (0, 0, distance / 2)))
    return gto.M(atom=atoms, basis=basis, unit="Angstrom",
                 spin=None, verbose=0)


def orthonormal_basis(S):
    values, vectors = eigh(S)
    keep = values > 1e-7
    return vectors[:, keep] / np.sqrt(values[keep])


def fock_matrix(h, L, C):
    nq, n, _ = L.shape
    nocc = C.shape[1]
    half = (L.reshape(-1, n) @ C).reshape(nq, n, nocc)
    density = np.einsum("qno,no->q", half, C)
    coulomb = (density @ L.reshape(nq, -1)).reshape(n, n)
    flat = half.transpose(1, 0, 2).reshape(n, -1)
    return h + 2 * coulomb - flat @ flat.T


def hartree_fock(S, h, L, nocc, repulsion, guess=None):
    X = orthonormal_basis(S)
    if guess is None:
        C = X @ eigh(X.T @ h @ X)[1][:, :nocc]
    else:
        w, u = eigh(guess.T @ S @ guess)
        C = guess @ (u / np.sqrt(w)) @ u.T
    focks, errors = [], []
    for _ in range(60):
        F = fock_matrix(h, L, C)
        product = F @ C @ (C.T @ S)
        error = X.T @ (product - product.T) @ X
        if np.max(np.abs(error)) < 1e-7:
            energy = np.sum(C * ((h + F) @ C)) + repulsion
            orbitals = X @ eigh(X.T @ F @ X)[1]
            return energy, F, orbitals, X
        focks = (focks + [F])[-6:]
        errors = (errors + [error.ravel()])[-6:]
        m = len(focks)
        overlap = np.array([[a @ b for b in errors] for a in errors])
        system = np.zeros((m + 1, m + 1))
        system[:m, :m] = overlap / np.max(overlap)
        system[m, :m] = system[:m, m] = 1
        target = np.zeros(m + 1)
        target[m] = 1
        weights = np.linalg.lstsq(system, target, rcond=None)[0][:m]
        mixed = sum(w * f for w, f in zip(weights, focks))
        C = X @ eigh(X.T @ mixed @ X)[1][:, :nocc]
    raise RuntimeError("Hartree-Fock did not converge")


def pair_data(F, occupied, virtual, L):
    """Gaps and Coulomb factors after diagonalizing F among virtuals."""
    ev, rotation = eigh(virtual.T @ F @ virtual)
    virtual = virtual @ rotation
    eo = np.diag(occupied.T @ F @ occupied)
    nq, n, _ = L.shape
    nocc = occupied.shape[1]
    half = (L.reshape(-1, n) @ occupied).reshape(nq, n, nocc)
    factors = half.transpose(0, 2, 1).reshape(-1, n) @ virtual
    gap = (ev[None, :] - eo[:, None]).ravel()
    return gap, factors.reshape(nq, -1)


def rpa_energy(gap, factors):
    K = factors.T @ factors
    root = np.sqrt(gap)
    matrix = np.diag(gap**2) + 4 * root[:, None] * K * root[None, :]
    omega = np.sqrt(np.linalg.eigvalsh(matrix))
    return 0.5 * (omega.sum() - gap.sum() - 2 * np.trace(K))


def rpa_frequency_energy(gap, factors):
    K = factors.T @ factors
    nodes, weights = np.polynomial.legendre.leggauss(48)
    total = 0.0
    for x, w in zip(nodes, weights):
        frequency = (1 + x) / (1 - x)
        root = np.sqrt(gap / (gap**2 + frequency**2))
        response = 4 * root[:, None] * K * root[None, :]
        logdet = np.linalg.slogdet(np.eye(len(gap)) + response)[1]
        total += w * 2 / (1 - x)**2 * (logdet - np.trace(response))
    return total / (2 * np.pi)


def mp2_energy(gap, factors, nocc):
    nvir = len(gap) // nocc
    K = (factors.T @ factors).reshape(nocc, nvir, nocc, nvir)
    denominator = (gap[:, None] + gap[None, :]).reshape(K.shape)
    return -np.sum(K * (2 * K - K.transpose(0, 3, 2, 1)) / denominator)


def solve(S, h, L, nocc, repulsion, guess=None):
    energy, F, C, X = hartree_fock(S, h, L, nocc, repulsion, guess)
    data = pair_data(F, C[:, :nocc], C[:, nocc:], L)
    vector = np.array([energy, rpa_energy(*data),
                       mp2_energy(*data, nocc)])
    return vector, C[:, :nocc], data, X


def binding(basis, distance, midpoint=False, exact=False, frozen=False):
    mol = make_molecule(basis, distance, midpoint)
    n = mol.nao_nr()
    S = mol.intor("int1e_ovlp")
    kinetic = mol.intor("int1e_kin")
    positions = mol.atom_coords()[:4]
    attraction = []
    for position in positions:
        with mol.with_rinv_origin(position):
            attraction.append(-mol.intor("int1e_rinv"))
    if exact:
        values, vectors = eigh(mol.intor("int2e").reshape(n*n, n*n))
        keep = values > 1e-12
        L = (vectors[:, keep] * np.sqrt(values[keep])).T
        L = np.ascontiguousarray(L).reshape(-1, n, n)
    else:
        packed = df.incore.cholesky_eri(mol, auxbasis="aug-cc-pvqz-ri")
        L = lib.unpack_tril(packed)

    def nuclear_energy(indices):
        return sum(1 / np.linalg.norm(positions[i] - positions[j])
                   for i in indices for j in indices if i < j)

    ranges = mol.aoslice_by_atom()
    own, ghost, guesses = [], [], []
    frozen_drop = None
    for indices in ((0, 1), (2, 3)):
        block = slice(ranges[indices[0]][2], ranges[indices[1]][3])
        h = kinetic + sum(attraction[i] for i in indices)
        repulsion = nuclear_energy(indices)
        small_L = np.ascontiguousarray(L[:, block, block])
        vector, orbital, data, _ = solve(
            S[block, block], h[block, block], small_L, 1, repulsion)
        own.append(vector)
        guess = np.zeros((n, 1))
        guess[block] = orbital
        guesses.append(guess)
        vector, _, _, X = solve(S, h, L, 1, repulsion, guess)
        ghost.append(vector)
        if indices == (0, 1):
            monomer_data = data
            if frozen:
                # Keep the own-basis occupied orbital; add only virtuals.
                F = fock_matrix(h, L, guess)
                complement = X @ null_space((X.T @ S @ guess).T)
                larger = rpa_energy(*pair_data(F, guess, complement, L))
                frozen_drop = own[0][1] - larger
    h = kinetic + sum(attraction)
    dimer = solve(S, h, L, 2, nuclear_energy(range(4)),
                  np.hstack(guesses))[0]
    return {"cp": (dimer - sum(ghost)) * EV,
            "raw": (dimer - sum(own)) * EV,
            "bsse": (sum(own) - sum(ghost)) * EV,
            "own": own[0] * EV, "dimer": dimer, "data": monomer_data,
            "drop": (own[0][1] - ghost[0][1]) * EV,
            "frozen": None if frozen_drop is None else frozen_drop * EV}


def total(vector):
    return vector[0] + vector[1]


def extrapolate(triple, quadruple):
    return (4**3 * quadruple - 3**3 * triple) / (4**3 - 3**3)


# Quadratic boson Hamiltonian, diagonalized in an explicit number basis.
gaps = np.array([0.6, 0.9])
coupling = np.array([[0.10, 0.05], [0.05, 0.08]])
levels = 24
lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
modes = [np.kron(lower, np.eye(levels)), np.kron(np.eye(levels), lower)]
H = np.zeros((levels**2, levels**2))
for p in range(2):
    for q in range(2):
        A = (gaps[p] if p == q else 0) + 2 * coupling[p, q]
        H += A * modes[p].T @ modes[q]
        pair = modes[p] @ modes[q]
        H += coupling[p, q] * (pair + pair.T)
boson = np.linalg.eigvalsh(H)[0]
plasmon = rpa_energy(gaps, np.linalg.cholesky(coupling).T)
assert abs(boson - plasmon) < 1e-8

names = ["cc-pvdz", "cc-pvtz", "aug-cc-pvdz", "aug-cc-pvtz",
         "aug-cc-pvqz"]
results = {name: binding(name, R_MAIN, frozen=name.startswith("aug"))
           for name in names}
reference = binding("aug-cc-pvqz", R_MAIN, midpoint=True)["cp"]
ref_total = total(reference)
dz, tz, qz = [results[name] for name in names[2:]]

# Unfitted integrals and a separate Hartree-Fock implementation.
unfitted = binding("aug-cc-pvdz", R_MAIN, exact=True)
solver = scf.RHF(make_molecule("aug-cc-pvdz", R_MAIN))
solver.conv_tol = 1e-11
assert abs(solver.kernel() - unfitted["dimer"][0]) < 1e-7
fit_cp = total(dz["cp"]) - total(unfitted["cp"])
fit_raw = total(dz["raw"]) - total(unfitted["raw"])
assert max(abs(fit_cp), abs(fit_raw)) < 5e-5

# The same monomer correlation energy from imaginary frequencies.
frequency_energy = rpa_frequency_energy(*dz["data"]) * EV
assert abs(frequency_energy - dz["own"][1]) < 1e-6

for name, result in results.items():
    assert result["bsse"][0] > -1e-7
    assert total(result["bsse"]) > 0
    # Ring terms beyond second order reduce the direct energy.
    assert abs(result["own"][1]) < 2 * abs(result["own"][2])
    if result["frozen"] is not None:
        assert result["frozen"] > -1e-7
        assert result["bsse"][1] > result["bsse"][2]
for name in ("cc-pvdz", "aug-cc-pvdz"):
    # Small bases miss part of the attractive correlation interaction.
    assert results[name]["cp"][1] > reference[1]

cp_limit = qz["cp"][0] + extrapolate(tz["cp"][1], qz["cp"][1])
raw_limit = qz["raw"][0] + extrapolate(tz["raw"][1], qz["raw"][1])
assert abs(cp_limit - ref_total) < 1.5e-4

curve = {}
for distance in (3.0, R_MAIN, 4.0, 5.0):
    curve[distance] = [
        result if distance == R_MAIN else binding(name, distance)
        for name, result in (("aug-cc-pvdz", dz), ("aug-cc-pvtz", tz))]
for column in range(2):
    errors = [total(row[column]["bsse"]) for row in curve.values()]
    assert all(a > b for a, b in zip(errors, errors[1:]))
far = binding("aug-cc-pvdz", 12.0)
assert abs(total(far["cp"])) < 2e-5
assert abs(total(far["bsse"])) < 2e-5

print(f"H2 bond {BOND:.2f} angstrom; main distance {R_MAIN:.1f} angstrom")
print(f"Boson test: number basis {boson*EV:.6f}, RPA {plasmon*EV:.6f} eV")
print(f"Monomer RPA aug-cc-pvdz: roots {dz['own'][1]:.6f} eV")
print(f"Same energy from frequency integral: {frequency_energy:.6f} eV")
print(f"Fitting error in binding: CP {fit_cp:.7f}, raw {fit_raw:.7f} eV")
print(f"Midpoint reference: total {ref_total:.6f} eV")
print(f"Reference parts: HF {reference[0]:.6f}, RPA {reference[1]:.6f} eV")
print("Binding in eV: basis, CP, uncorrected, mean, BSSE, brackets?")
for name, result in results.items():
    cp, raw = total(result["cp"]), total(result["raw"])
    verdict = "yes" if raw < ref_total < cp else "no"
    print(f"{name:12s} {cp:.6f} {raw:.6f} {(cp+raw)/2:.6f} "
          f"{cp-raw:.6f} {verdict}")
print("BSSE parts in eV: basis, HF, RPA corr, MP2 corr; RPA/MP2 ratio")
for name, result in results.items():
    b = result["bsse"]
    print(f"{name:12s} {b[0]:.6f} {b[1]:.6f} {b[2]:.6f}; {b[1]/b[2]:.3f}")
print("Correlation binding in eV: basis, CP, uncorrected")
for name, result in results.items():
    print(f"{name:12s} {result['cp'][1]:.6f} {result['raw'][1]:.6f}")
monomer_limit = extrapolate(tz["own"][1], qz["own"][1])
print(f"Extrapolated monomer RPA correlation: {monomer_limit:.5f} eV")
print("Monomer in eV: basis, RPA corr, MP2 corr, missing RPA corr")
for name in names[2:]:
    own = results[name]["own"]
    print(f"{name:12s} {own[1]:.5f} {own[2]:.5f} "
          f"{own[1]-monomer_limit:.5f}")
print("Ghost lowering of monomer A RPA corr, eV: frozen, relaxed orbital")
for name in names[2:]:
    result = results[name]
    print(f"{name:12s} {result['frozen']:.6f} {result['drop']:.6f}")
print(f"TQ extrapolated binding: CP {cp_limit:.6f}, raw {raw_limit:.6f} eV")
print("Curve: R in angstrom; CP, raw in eV for aug-DZ, then aug-TZ")
for distance, row in curve.items():
    values = [total(item[key]) for item in row for key in ("cp", "raw")]
    print(f"{distance:.1f} " + " ".join(f"{v:.6f}" for v in values))
print(f"At 12.0 angstrom, aug-DZ: CP {total(far['cp']):.7f} eV, "
      f"BSSE {total(far['bsse']):.7f} eV")
print("PASS")
```

Running it gives:

```
H2 bond 0.74 angstrom; main distance 3.4 angstrom
Boson test: number basis -0.611240, RPA -0.611240 eV
Monomer RPA aug-cc-pvdz: roots -1.260351 eV
Same energy from frequency integral: -1.260351 eV
Fitting error in binding: CP -0.0000014, raw -0.0000010 eV
Midpoint reference: total -0.002496 eV
Reference parts: HF 0.002159, RPA -0.004655 eV
Binding in eV: basis, CP, uncorrected, mean, BSSE, brackets?
cc-pvdz      0.001049 -0.000947 0.000051 0.001995 no
cc-pvtz      -0.000471 -0.001191 -0.000831 0.000720 no
aug-cc-pvdz  -0.000920 -0.006800 -0.003860 0.005880 yes
aug-cc-pvtz  -0.002074 -0.003359 -0.002716 0.001285 yes
aug-cc-pvqz  -0.002383 -0.002836 -0.002609 0.000454 yes
BSSE parts in eV: basis, HF, RPA corr, MP2 corr; RPA/MP2 ratio
cc-pvdz      0.000384 0.001611 0.000952; 1.692
cc-pvtz      0.000248 0.000473 0.000286; 1.655
aug-cc-pvdz  0.000754 0.005126 0.002901; 1.767
aug-cc-pvtz  0.000373 0.000912 0.000497; 1.835
aug-cc-pvqz  0.000069 0.000384 0.000202; 1.906
Correlation binding in eV: basis, CP, uncorrected
cc-pvdz      -0.001314 -0.002925
cc-pvtz      -0.002832 -0.003305
aug-cc-pvdz  -0.003313 -0.008439
aug-cc-pvtz  -0.004250 -0.005162
aug-cc-pvqz  -0.004536 -0.004920
Extrapolated monomer RPA correlation: -1.61216 eV
Monomer in eV: basis, RPA corr, MP2 corr, missing RPA corr
aug-cc-pvdz  -1.26035 -0.74237 0.35181
aug-cc-pvtz  -1.49713 -0.87022 0.11503
aug-cc-pvqz  -1.56363 -0.90468 0.04853
Ghost lowering of monomer A RPA corr, eV: frozen, relaxed orbital
aug-cc-pvdz  0.002406 0.002489
aug-cc-pvtz  0.000287 0.000283
aug-cc-pvqz  0.000151 0.000152
TQ extrapolated binding: CP -0.002591, raw -0.002659 eV
Curve: R in angstrom; CP, raw in eV for aug-DZ, then aug-TZ
3.0 0.006176 -0.004267 0.003107 0.001040
3.4 -0.000920 -0.006800 -0.002074 -0.003359
4.0 -0.001379 -0.003687 -0.001730 -0.002451
5.0 -0.000471 -0.001201 -0.000557 -0.000817
At 12.0 angstrom, aug-DZ: CP -0.0000038 eV, BSSE 0.0000000 eV
PASS
```
